# Reaction-limited ripening of planar interstitial loops at fixed trapped dose

## Result

Planar interstitial loops exchange atoms through a common bath of free interstitials. Let $D$ be the number of loops per wafer area, $\bar R$ their mean radius and $\langle R^2\rangle$ their mean squared radius. If attachment at the loop rim is the slow step, the trapped dose is constant and the loops are large, a self-similar population with a smooth upper tail obeys

$$
\bar R^2=\bar R_0^2+\tfrac12At,\qquad
\langle R^2\rangle=m_2\bar R^2,\qquad
D=\frac{D_0}{1+t/t_r},\qquad t_r=\frac{2\bar R_0^2}{A},
$$

with $m_2=4-8e^2E_1(2)\approx1.109$ and $E_1(x)=\int_x^\infty e^{-y}\,dy/y$. The ripening coefficient $A$ is derived below. The mean squared radius is linear in time from the start, whereas the density falls as $1/t$ only once $t\gg t_r$.

The algebra is in atomic units, with temperature entering as the energy $\theta$ ($k_B$ times temperature). Since $\hbar$ does not appear, the same formulas hold in nm, s and eV.

## One loop in a given bath

A circular loop of radius $R$ contains $N=\pi R^2n_a$ growth units, where $n_a$ is the number of units per loop area. Give it a constant line tension $T$ and a fault energy $\gamma$ per area:

$$
E=2\pi RT+\pi R^2\gamma .
$$

Since $dN=2\pi Rn_a\,dR$, adding one unit costs

$$
\mu(R)=\frac{dE/dR}{dN/dR}=\frac{2\pi T+2\pi R\gamma}{2\pi Rn_a}
=\frac{\gamma}{n_a}+\frac{T}{n_aR}.
$$

A dilute interstitial has chemical potential $\text{const}+\theta\ln C$. Equating this to $\mu(R)$ gives the bath concentration in equilibrium with the loop,

$$
C_{eq}(R)=C_f\,e^{\ell/R},\qquad \ell=\frac{T}{n_a\theta}.
$$

The fault term is the same for all loops, so it is absorbed in $C_f$, the concentration at a straight rim. For $R\gg\ell$, $C_{eq}\approx C_f(1+\ell/R)$.

Let $k$ be the attachment rate per rim length and per concentration, an area per time. Capture minus release is

$$
\frac{dN}{dt}=2\pi Rk\,[C-C_{eq}(R)].
$$

Dividing by $2\pi Rn_a$ removes the rim length. Writing the bath as $C=C_f(1+\ell/R_*)$ then gives

$$
\frac{dR}{dt}=\frac{k}{n_a}[C-C_{eq}(R)]
=A\left(\frac1{R_*}-\frac1R\right),\qquad
A=\frac{kC_f\ell}{n_a}.
$$

Here $R_*$ is the radius that neither grows nor shrinks.

**Limit.** If a perfect sink holds the bath at $C_f$, then $1/R_*=0$ and $R\,dR/dt=-A$. Hence $R^2=R_0^2-2At$, and the loop vanishes after $R_0^2/(2A)$. No dose is conserved in this case.

## Two loops, then many

Now let two loops share a fixed dose, with negligible storage in the bath. Constancy of $R_1^2+R_2^2$ requires

$$
0=R_1\dot R_1+R_2\dot R_2
=A\left(\frac{R_1+R_2}{R_*}-2\right),
$$

so $R_*=(R_1+R_2)/2$. Subtracting the two growth equations gives

$$
\frac{d(R_1-R_2)}{dt}=A\left(\frac1{R_2}-\frac1{R_1}\right)
=\frac{A(R_1-R_2)}{R_1R_2}.
$$

Equal loops are stationary, but any difference grows.

For $M$ loops in one well-mixed bath, the same balance is

$$
0=\sum_iR_i\dot R_i=A\left(\frac{\sum_iR_i}{R_*}-M\right)
\quad\Rightarrow\quad R_*=\bar R .
$$

A loop reaching $R=0$ has already returned its whole content, so its removal does not change the dose.

## Scaling with the mean radius

Define $u=R/\bar R$, a reduced time $s$ by $ds=A\,dt/\bar R^2$, and $\kappa=(\bar R/A)\,d\bar R/dt$. The derivative of $\bar R$ includes the rise of the mean when small loops disappear. Then

$$
\frac{du}{ds}=\frac{\bar R^2}{A}\left(\frac{\dot R}{\bar R}-\frac{R\,\dot{\bar R}}{\bar R^2}\right)
=1-\frac1u-\kappa u
=-\frac{\kappa u^2-u+1}{u}\equiv v(u).
$$

A population that keeps its shape has constant $\kappa$. Since $d\bar R^2/dt=2\bar R\dot{\bar R}=2\kappa A$,

$$
\bar R^2=\bar R_0^2+2\kappa At .
$$

The trapped dose is $Q=\pi n_aDm_2\bar R^2$. With $Q$ and $m_2=\langle u^2\rangle$ fixed, $D\propto\bar R^{-2}$. This already gives linear growth and the inverse density law; the value of $\kappa$ is still needed.

Let $g(u)$ be the normalized size density. Loops in an interval of $u$ change in number only by flow through its ends:

$$
\frac{\partial(Dg)}{\partial s}+\frac{\partial(Dgv)}{\partial u}=0 .
$$

From $d\ln\bar R/ds=\kappa$ follows $d\ln D/ds=-2\kappa$, hence $(gv)'=2\kappa g$. Let $F(u)$ be the fraction of loops larger than $u$, so $g=-F'$. Integrating from $u$ to the upper edge, where the flux vanishes, gives $-gv=2\kappa F$, or

$$
\frac{F'}F=\frac{2\kappa}{v},\qquad v<0 .
$$

**Check on the dose.** Multiply $(gv)'=2\kappa g$ by $u^2$ and integrate by parts. The boundary terms vanish, leaving

$$
-2\int ugv\,du=2\kappa m_2 .
$$

Since $uv=-\kappa u^2+u-1$, the left side is $2\kappa m_2-2\langle u\rangle+2$. Therefore $\langle u\rangle=1$, as the definition of $u$ demands.

## Which coefficient?

The zeros of $v$ are real only if $\kappa\le1/4$.

For $\kappa>1/4$, $v$ is negative everywhere. At large $u$, $v\to-\kappa u$, so $F'/F\to-2/u$ and $F\propto u^{-2}$. Then $m_2=2\int uF\,du$ diverges, and a finite dose excludes this case.

For $\kappa<1/4$, put $\varepsilon=\sqrt{1-4\kappa}$, so $\kappa=(1-\varepsilon^2)/4$. The lower zero is $u_-=(1-\varepsilon)/(2\kappa)=2/(1+\varepsilon)$, and the slope there is

$$
v'(u_-)=\frac1{u_-^2}-\kappa
=\frac{(1+\varepsilon)^2-(1-\varepsilon^2)}4
=\frac{\varepsilon(1+\varepsilon)}2 .
$$

Near this edge $F\propto(u_--u)^p$, with

$$
p=\frac{2\kappa}{v'(u_-)}=\frac{1-\varepsilon}{\varepsilon}.
$$

Loop radii evolve smoothly near the largest loop, so a power-law edge keeps its exponent. Such a start retains a memory of its shape. For example, $\kappa=0.20$ gives $p\approx1.24$ and $d\bar R^2/dt=0.40A$ instead of $0.50A$.

As $\varepsilon\to0$, $p\to\infty$: $F$ then vanishes at the edge faster than any power of the distance to it, and $\kappa\to1/4$. This is the smooth-tail case. The zeros merge at $u=2$, $v=-(2-u)^2/(4u)$, and

$$
\ln F=-\int_0^u\frac{2x\,dx}{(2-x)^2}.
$$

With $w=2-x$, the integral is

$$
\int_{2-u}^{2}\left(\frac4{w^2}-\frac2w\right)dw
=\frac4{2-u}-2+2\ln\frac{2-u}{2}.
$$

Therefore

$$
F=\frac{4e^2}{(2-u)^2}e^{-4/(2-u)},\qquad
g=\frac{8e^2u}{(2-u)^4}e^{-4/(2-u)},\qquad 0\le u<2 .
$$

For the moments set $w=2-u$ and $y=4/w$, so $dw/w^2=-dy/4$:

$$
\langle u\rangle=\int_0^2F\,du=e^2\int_2^\infty e^{-y}dy=1,
$$

$$
m_2=2\int_0^2uF\,du
=2e^2\int_2^\infty\left(2-\frac4y\right)e^{-y}dy
=4-8e^2E_1(2).
$$

Thus $d\langle R^2\rangle/dt=m_2A/2\approx0.555A$.

**Long-time limit.** For $t\gg t_r$, $D\to D_0t_r/t=2D_0\bar R_0^2/(At)$. Inserting $Q=\pi n_aD_0m_2\bar R_0^2$ gives

$$
D\to\frac{2Q}{\pi n_am_2At},
$$

which no longer contains the initial radius.

## How quickly is the smooth-tail shape reached?

Near the double zero, $w=2-u$ obeys $dw/ds=w^2/(4u)\approx w^2/8$. Hence $1/w=1/w_0-s/8$, and a loop lingers near $u=2$ for about $s=8/w_0$. At $\kappa=1/4$, $D\propto e^{-s/2}$, so $s$ is twice the logarithm of the density drop. The memory of the initial tail is correspondingly long.

To see its size, I integrated the growth equations in small time steps for two Gaussian initial distributions of radius, removing loops at $R=0$. While the density fell from one tenth to one twentieth of its initial value, $d\langle R^2\rangle/dt$ was about $0.63A$ for a relative spread of 0.25 and $0.58A$ for 0.02. These exceed the limiting value by roughly 13% and 5%. After a mathematical, physically unreachable density drop of $10^{20}$, both were within about 1% of it. In an ordinary anneal, the coefficient $0.555A$ therefore belongs to the self-similar start, not to every smooth one.

## An InSb layer

Consider a 10 µm InSb layer, capped on both faces and annealed at 700 K for 24 h. Its loops are unfaulted and parallel to the (111) surface. The growth unit is an In–Sb pair. One species is assumed to control the rate while its partner has fixed chemical potential, so the pair cost acts on a single concentration.

The lattice constant $a=0.648$ nm gives $n_a=4/(\sqrt3a^2)=5.50\ \mathrm{nm^{-2}}$. The Burgers vector has length $b=a/\sqrt2=0.458$ nm, with components $b_n=a/\sqrt3$ normal to the loop and $b_s=a/\sqrt6$ in its plane. The isotropic elastic model used is

$$
E=K R\left[\ln\frac{8R}{b}-1\right],\qquad
K=\frac{G[b_n^2+(1-\nu/2)b_s^2]}{2(1-\nu)},
$$

with core radius $b$. Rough elastic constants $C_{11},C_{12},C_{44}=67,37,30$ GPa give the Voigt shear modulus $G=(C_{11}-C_{12}+3C_{44})/5=24$ GPa and $\nu=0.28$. Differentiation gives $T(R)=(dE/dR)/(2\pi)=K\ln(8R/b)/(2\pi)$, which is 30.1 eV/nm at 500 nm. The constant depends on how the core is cut off. If the self-interaction of the line is cut at arc length $b/2$, it is $-1$ for the normal part of the Burgers vector and $-2$ for the in-plane part; using $-2$ for the latter would lower $T$ by about 3%. If instead the line is offset by $b$ within the loop plane, the constant is $-2$ for both parts, and $T$ is lower by $1/\ln(8R/b)$, about 11%. $T$, $\ell$ and $A$ are uncertain at this level. With $\theta=0.0603$ eV,

$$
\ell=\frac{30.1}{5.50\times0.0603}\approx91\ \mathrm{nm}.
$$

The chosen transport inputs are $D_i=10^{-7}\ \mathrm{cm^2/s}$ for interstitial diffusion, $C_f=1.5\times10^{15}\ \mathrm{cm^{-3}}$ and $k=0.05D_i=5\times10^5\ \mathrm{nm^2/s}$. In nanometres, $C_f=1.5\times10^{-6}\ \mathrm{nm^{-3}}$, so

$$
A=\frac{(5\times10^5)(1.5\times10^{-6})(90.8)}{5.50}
=12.4\ \mathrm{nm^2/s}.
$$

Start with the self-similar distribution, $\bar R_0=500$ nm and $D_0=5.0\times10^6\ \mathrm{cm^{-2}}$, a trapped dose of $2.4\times10^{13}$ pairs/cm². Then $t_r=2(500)^2/12.4$ s, or 11.2 h. After 24 h the factor $1+t/t_r$ is 3.14, giving $\bar R=500\sqrt{3.14}=886$ nm. The root-mean-square radius is $\sqrt{1.109}\times886=933$ nm (9330 Å), and $D=1.59\times10^6\ \mathrm{cm^{-2}}$.

## Restoring what was dropped

I repeated the anneal numerically with 10,000 loops sampled from $F$, keeping the full exponential in $C_{eq}$. With $T$ held at its 500 nm value, $\langle R^2\rangle$ grew 14% more than in the linear law. This is the expected size: the slope of $e^{\ell/R}$ with respect to $\ell/R$ is 1.20 at 500 nm and 1.11 at 886 nm, instead of 1. With $\bar R_0=100\ell$ and a duration $4\bar R_0^2/A$, the excess was 0.8%, so the linear law returns for large loops.

The logarithm in $T(R)$ acts the other way. The loop cost varies as $L/R$, with $L=\ln(8R/b)$, and

$$
\frac{d}{dR}\frac LR=-\frac{L-1}{R^2}.
$$

The contrast between neighbouring sizes is reduced by the fraction $1/L$, about 11% at 500 nm. With both corrections, the growth of $\langle R^2\rangle$ exceeded the linear law by 6%. The final root-mean-square radius was 954 nm and the density $1.53\times10^6\ \mathrm{cm^{-2}}$. The close agreement thus owes something to partial cancellation.

For a 20 nm loop, with $T$ evaluated at 20 nm so that $\ell\approx59$ nm, $\ell/R=2.9$. The exponential is then about 19, while its linear form gives 3.9. The linear law is not justified there.

Diffusion adds a resistance. A ring emitting $q$ interstitials per length and time raises the concentration at distance $b$ from its line by

$$
\Delta C=\frac q{4\pi D_i}\int_0^\pi\frac{2R\,d\phi}{\sqrt{4R^2\sin^2(\phi/2)+b^2}} .
$$

Split the integral at $b/R\ll\phi_1\ll1$. The near part gives $2\ln(2R\phi_1/b)$ and the far part $2\ln(4/\phi_1)$. Their sum is $2\ln(8R/b)$, so $\Delta C=q\ln(8R/b)/(2\pi D_i)$. Relative to the reaction resistance $1/k$, this is

$$
\delta=\frac{k\ln(8R/b)}{2\pi D_i}=0.072
$$

at 500 nm. In series, the two give $k/(1+\delta)$, about 7% below $k$.

If diffusion dominated instead, $k$ would be replaced by $2\pi D_i/\ln(8R/b)$. Between 500 and 886 nm that logarithm changes by 6%, so isolated rings would still follow a nearly linear law. Linear growth of $\langle R^2\rangle$ alone does not identify reaction control.

## Beside a real layer

InSb layers about 10 µm thick are used in infrared detectors, and 700 K is below the melting point of roughly 800 K. The loops here were chosen large enough for the expansion in $\ell/R$ to make sense. The transport inputs are illustrative, not measured. They imply a self-diffusion coefficient $D_iC_fa^3/4\approx10^{-14}\ \mathrm{cm^2/s}$, whereas reported tracer values for InSb extrapolated to 700 K scatter over orders of magnitude and are mostly lower. At fixed $k/D_i$, $A$ is proportional to $D_iC_f$, so $t_r$ and the dissolution time below could be far longer in a real layer. The ratio $k/D_i=0.05$, which makes the rim the slow step, is likewise an assumption. Replacing the Voigt by the Reuss elastic average lowers $T$, and hence $A$, by 8%. The initial free excess $C_f\ell/\bar R_0$, integrated over the thickness, is 1.1% of the trapped dose. Glide, coalescence and elastic interaction between loops are omitted. So are vacancies, whose absorption would shrink the loops and reduce the trapped dose.

The fixed dose is a demanding assumption. Suppose each face removes interstitials at a velocity times their excess over $C_f$. At the initial excess, losing no more than 1% of the dose in 24 h requires a velocity of at most about 0.05 nm/s. Diffusion across half the layer could supply $D_i/(5\ \mu\mathrm m)=2000$ nm/s, so the caps must block almost completely. With open faces, the initial excess would drive a flux large enough to carry away the dose in 220 s. The rims cannot release atoms that fast, so the bath falls towards $C_f$ and the one-loop limit applies: a 500 nm loop vanishes in $\bar R_0^2/(2A)=t_r/4\approx2.8$ h by the linear law, or in about 2.5 h with the exponential and the logarithm kept. Instead of coarsening for 24 h, the population dissolves.

Numbers in the example were calculated in double precision.
